# Spin contamination of an unrestricted determinant, with lithium and nitrogen

## The result

Take a normalized Slater determinant $\Phi$ with $N_\alpha$ spatial orbitals $a_i$ carrying spin up and $N_\beta$ spatial orbitals $b_j$ carrying spin down. Its total spin satisfies

$$\langle \hat S^2\rangle = S_z(S_z+1)+N_\beta-\sum_{i=1}^{N_\alpha}\sum_{j=1}^{N_\beta}|s_{ij}|^2,\qquad s_{ij}=\langle a_i|b_j\rangle. \tag{1}$$

Here $\hbar=1$, $S_z=(N_\alpha-N_\beta)/2$, and operators carry hats. The $a_i$ are orthonormal among themselves, and so are the $b_j$. No relation between the two sets is assumed. The sum includes every up-down pair, not just orbitals with the same name.

## First derivation: raise the spin

Define $\hat S_\pm=\hat S_x\pm i\hat S_y$. Since $[\hat S_x,\hat S_y]=i\hat S_z$,

$$\hat S_-\hat S_+=\hat S_x^2+\hat S_y^2+i[\hat S_x,\hat S_y]=\hat S_x^2+\hat S_y^2-\hat S_z .$$

Adding $\hat S_z^2+\hat S_z$ to both sides gives

$$\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1).$$

Every term of the determinant has the same numbers of up and down spins, so $\hat S_z\Phi=S_z\Phi$. Also $\hat S_-=\hat S_+^\dagger$. Therefore

$$\langle\hat S^2\rangle=S_z(S_z+1)+\|\hat S_+\Phi\|^2. \tag{2}$$

To find the norm, let $c^\dagger_{p\sigma}$ create an electron in member $p$ of an orthonormal spatial basis with spin $\sigma$. For any spatial function $f$ define

$$u^\dagger(f)=\sum_p\langle p|f\rangle c^\dagger_{p\uparrow},\qquad d^\dagger(f)=\sum_p\langle p|f\rangle c^\dagger_{p\downarrow}.$$

The determinant and the raising operator are then

$$\Phi=u^\dagger(a_1)\cdots u^\dagger(a_{N_\alpha})\,d^\dagger(b_1)\cdots d^\dagger(b_{N_\beta})|0\rangle,\qquad \hat S_+=\sum_p c^\dagger_{p\uparrow}c_{p\downarrow}.$$

The anticommutation rules give

$$c^\dagger_{p\uparrow}c_{p\downarrow}c^\dagger_{q\downarrow}=\delta_{pq}c^\dagger_{p\uparrow}-c^\dagger_{p\uparrow}c^\dagger_{q\downarrow}c_{p\downarrow}=\delta_{pq}c^\dagger_{p\uparrow}+c^\dagger_{q\downarrow}c^\dagger_{p\uparrow}c_{p\downarrow},$$

so $[\hat S_+,d^\dagger(f)]=u^\dagger(f)$. Moving $c^\dagger_{q\uparrow}$ to the left instead costs two sign changes and leaves no extra term, so $[\hat S_+,u^\dagger(f)]=0$. Since $\hat S_+|0\rangle=0$, moving $\hat S_+$ through the string of creation operators yields

$$\hat S_+\Phi=\sum_{j=1}^{N_\beta}\Phi_j,$$

where $\Phi_j$ is $\Phi$ with $d^\dagger(b_j)$ replaced by $u^\dagger(b_j)$: one electron has had its spin raised and has kept its spatial orbital.

That orbital may already be partly occupied by up electrons. Split it as

$$b_j=\sum_i a_i s_{ij}+b_j^\perp,\qquad \langle a_i|b_j^\perp\rangle=0.$$

The first part contributes nothing, because it would create a second up electron in an occupied $a_i$. What remains is a determinant whose up orbitals are all the $a_i$ and $b_j^\perp$, and whose down orbitals are the other $b$'s. These are mutually orthogonal within each spin, and all have unit norm except $b_j^\perp$. Hence

$$\|\Phi_j\|^2=\|b_j^\perp\|^2=1-\sum_i|s_{ij}|^2 .$$

For $j\ne k$, $\Phi_k$ contains a down electron in $b_j$, whereas every down orbital in $\Phi_j$ is orthogonal to $b_j$. The overlap determinant has a row of zeros, so $\langle\Phi_k|\Phi_j\rangle=0$. The norms add:

$$\|\hat S_+\Phi\|^2=\sum_j\|b_j^\perp\|^2=N_\beta-\sum_{ij}|s_{ij}|^2. \tag{3}$$

Inserting this in (2) gives (1).

## Second derivation: add up pairs of spins

The second route does not use $\hat S_+\Phi$. Write the total spin as a sum over $N=N_\alpha+N_\beta$ electrons, each with $\hat{\mathbf s}_m^2=3/4$:

$$\hat S^2=\frac{3N}{4}+2\sum_{m<n}\hat{\mathbf s}_m\cdot\hat{\mathbf s}_n .$$

The scalar product can be replaced by the operator $\hat P_{mn}$ that exchanges the spins of two electrons but leaves their positions alone. From

$$\hat{\mathbf s}_1\cdot\hat{\mathbf s}_2=\hat s_{1z}\hat s_{2z}+\tfrac12(\hat s_{1+}\hat s_{2-}+\hat s_{1-}\hat s_{2+})$$

one finds

$$\hat{\mathbf s}_1\cdot\hat{\mathbf s}_2|\uparrow\uparrow\rangle=\tfrac14|\uparrow\uparrow\rangle,\qquad
\hat{\mathbf s}_1\cdot\hat{\mathbf s}_2|\uparrow\downarrow\rangle=-\tfrac14|\uparrow\downarrow\rangle+\tfrac12|\downarrow\uparrow\rangle,$$

and the same with all arrows reversed. In all four cases $2\hat{\mathbf s}_1\cdot\hat{\mathbf s}_2+\tfrac12$ exchanges the spins, so it equals $\hat P_{12}$. There are $N(N-1)/2$ pairs, and thus

$$\hat S^2=\frac{3N}{4}-\frac{N(N-1)}{4}+\sum_{m<n}\hat P_{mn}=N-\frac{N^2}{4}+\sum_{m<n}\hat P_{mn}. \tag{4}$$

Now take the expectation value in the determinant built from spin orbitals $\psi_k=\phi_k\sigma_k$. The operator $\sum_{m<n}\hat P_{mn}$ is symmetric in the electrons, so it suffices to antisymmetrize one side:

$$\Big\langle\sum_{m<n}\hat P_{mn}\Big\rangle=\sum_Q\varepsilon_Q\Big\langle\psi_1(1)\cdots\psi_N(N)\Big|\sum_{m<n}\hat P_{mn}\Big|\psi_{Q1}(1)\cdots\psi_{QN}(N)\Big\rangle ,$$

where $Q$ runs over permutations and $\varepsilon_Q$ is their sign. For a given pair $m,n$, orthonormality forces every other electron to have the same spin orbital on both sides. Only the identity and the transposition of $m$ and $n$ survive:

- The identity gives $\langle\phi_m|\phi_m\rangle\langle\phi_n|\phi_n\rangle\,\langle\sigma_m|\sigma_n\rangle\langle\sigma_n|\sigma_m\rangle$. This is 1 for equal spins and 0 for opposite spins.
- The transposition has sign $-1$. Spin exchange restores the spins to their original places but leaves the spatial orbitals interchanged, which gives $-|\langle\phi_m|\phi_n\rangle|^2$.

An equal-spin pair therefore contributes $1-0=1$, because its spatial orbitals are orthogonal. An up-down pair contributes $-|s_{ij}|^2$. Counting pairs,

$$\Big\langle\sum_{m<n}\hat P_{mn}\Big\rangle=\frac{N_\alpha(N_\alpha-1)}2+\frac{N_\beta(N_\beta-1)}2-\sum_{ij}|s_{ij}|^2 .$$

Substitution in (4) gives

$$\langle\hat S^2\rangle=\frac N2+\frac{N_\alpha^2+N_\beta^2}{2}-\frac{(N_\alpha+N_\beta)^2}{4}-\sum_{ij}|s_{ij}|^2
=\frac N2+S_z^2-\sum_{ij}|s_{ij}|^2 . \tag{5}$$

Since $N/2=S_z+N_\beta$, this is again (1).

The pair result has a direct meaning. For an up-down pair, $\langle\hat{\mathbf s}_1\cdot\hat{\mathbf s}_2\rangle=-\tfrac14-\tfrac12|s_{ij}|^2$. It reaches the singlet value $-\tfrac34$ when both electrons share one spatial orbital, and is $-\tfrac14$ when their orbitals are orthogonal.

## What each derivation assumes

Neither derivation uses the Hartree-Fock equations. Both need a single determinant, orthonormal orbitals within each spin, and orbitals that are purely up or purely down along one axis. They use these assumptions at different places.

Equation (2) holds for any normalized eigenstate of $\hat S_z$, correlated or not. The determinant enters when the norm is evaluated. This route shows at once that the last two terms of (1) together cannot be negative.

Equation (4) holds for any $N$-electron state, even one that is not an eigenstate of $\hat S_z$. The determinant enters through the two permutations that survive. This route treats up and down alike, as (5) shows. If the spin orbitals mix up and down, (4) remains valid but the pair values must be recalculated, and (1) no longer applies. For a correlated state, (1) must be replaced by (2) or (4) evaluated with that state.

## Contamination and its spin content

Let $N_\alpha\ge N_\beta$ and $S=S_z$. The excess over the pure-spin value $S(S+1)$ is the spin contamination,

$$\Delta=N_\beta-\sum_{ij}|s_{ij}|^2=\sum_j\|b_j^\perp\|^2,\qquad 0\le\Delta\le N_\beta .$$

It vanishes if and only if every $b_j$ lies in the space spanned by the $a_i$. Then $\hat S_+\Phi=0$, and $\Phi$ is an eigenfunction of $\hat S^2$. For $N_\alpha<N_\beta$, formula (1) still holds, but the excess over $|S_z|(|S_z|+1)$ is $N_\alpha-\sum|s_{ij}|^2$, as (5) shows.

Two electrons of opposite spin give the simplest case: $\langle\hat S^2\rangle=1-|s|^2$. For $s=1$ the state is a singlet. For $s=0$ the value is 1, halfway between singlet (0) and triplet (2), so each has weight one half.

In general $\Phi$ contains spins $S'=S+k$ with $k=0,1,\dots,N_\beta$ and weights $w_{S'}$. Because $S'(S'+1)-S(S+1)=k(2S+1+k)$,

$$\Delta=\sum_{k\ge1}k(2S+1+k)\,w_{S+k}\ \ge\ (2S+2)\sum_{k\ge1}w_{S+k}. \tag{6}$$

The total weight of the higher spins is therefore at most $\Delta/(2S+2)$.

A unitary rotation within either orbital set changes $\Phi$ by at most a phase. One may therefore rotate both sets so that $s$ becomes diagonal, with its singular values $d_k$ on the diagonal. Then $\Delta=\sum_k(1-d_k^2)$.

## Radial overlaps in atoms

In a spherical atom the orbitals can be written $R(r)Y_{lm}$, with real $R$. Orthonormality of the spherical harmonics gives

$$s_{ij}=\delta_{l_il_j}\delta_{m_im_j}\int_0^\infty R_i(r)R_j(r)\,r^2\,dr .$$

This reduction fails if the self-consistent solution mixes different $l$; the full three-dimensional overlaps are then needed. In the solutions used here every occupied orbital is purely s or purely p. For lithium the basis below contains only s functions, and for nitrogen only s and p; adding p functions for lithium or d functions for nitrogen produces no admixture and leaves the solution stable.

The atoms were treated by unrestricted Hartree-Fock theory in bases of uncontracted Gaussians, with 18 s exponents for lithium, and 18 s and 11 p exponents for nitrogen. Relativity and electron correlation are left out. In these bases the energies are $-7.43274$ and $-54.40444$ hartree; denser and more diffuse bases lower them by about $1\times10^{-5}$ and $1\times10^{-4}$ hartree, to $-7.43275$ and $-54.40454$. Radial functions are taken positive at the nucleus, which fixes the signs of the overlaps but not their squares. Many decimals are kept below because $\Delta$ is a small difference of large terms.

### Lithium

The up orbitals are 1s and 2s, and the down orbital is 1s. The overlaps are

$$\langle1s_\alpha|1s_\beta\rangle=0.99999077,\qquad \langle2s_\alpha|1s_\beta\rangle=-0.00166557,$$

with squares $0.99998154$ and $0.00000277$. Their sum, from unrounded values, is $0.99998432$, so

$$\langle\hat S^2\rangle=0.75+1-0.99998432=0.75001568 .$$

The contamination is $\Delta=1.57\times10^{-5}$. Three electrons can have no spin above $3/2$, so (6) has one term and the quartet weight is $\Delta/3=5.23\times10^{-6}$. Projection on an explicitly built quartet state confirms this.

The small cross overlap matters. Keeping only 1s–1s would give $0.75001846$, an excess 18% larger than the correct $\Delta$. The part of $1s_\beta$ that lies along $2s_\alpha$ is still inside the up space and does not contaminate the spin.

Could $\Delta$ vanish in a complete basis? Suppose $b=1s_\beta$ lay in the up space. That space would then be spanned by $b$ and an orthogonal s function $c$, and the up and down Fock operators would differ by the exchange operator of $c$: $\hat F^\alpha=\hat F^\beta-\hat K_c$. Self-consistency requires $\hat F^\beta b=\epsilon b$ and requires $\hat F^\alpha b$ to stay in the up space. Hence, for real orbitals,

$$(\hat K_cb)(\mathbf r)=c(\mathbf r)\int\frac{c(\mathbf r')b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'=\lambda b(\mathbf r)+\mu c(\mathbf r).$$

Here $\lambda=\langle b|\hat K_c|b\rangle$ is positive, since it is twice the electrostatic energy of the charge distribution $bc$. If $b$ has no node, as expected of a 1s orbital, then $c$ must have one to be orthogonal to it. At that node the left side and $\mu c$ vanish but $\lambda b$ does not, a contradiction. If $1s_\beta$ is nodeless, exchange with the unpaired electron thus makes some contamination unavoidable.

### Nitrogen

The up orbitals are 1s, 2s and three 2p; the down orbitals are 1s and 2s. The p orbitals have zero overlap with the down orbitals, leaving four squares:

| Up orbital | with $1s_\beta$ | with $2s_\beta$ |
|---|---:|---:|
| $1s_\alpha$ | 0.99994257 | 0.00003932 |
| $2s_\alpha$ | 0.00004247 | 0.99207351 |

Their sum, from unrounded values, is $1.99209788$. With $S_z=3/2$,

$$\langle\hat S^2\rangle=3.75+2-1.99209788=3.75790212,$$

so $\Delta=7.90\times10^{-3}$. Each column shows how much of one down orbital lies outside the up space:

$$\|1s_\beta^\perp\|^2=1-0.99994257-0.00004247=0.00001496,$$
$$\|2s_\beta^\perp\|^2=1-0.00003932-0.99207351=0.00788717 .$$

The valence orbital supplies 99.8% of the contamination. Using the diagonal overlaps alone would overestimate $\Delta$ by 1.0%.

Spins $5/2$ and $7/2$ can both be mixed in. Their weights, found by spin projection, are $1.580\times10^{-3}$ and $3.30\times10^{-9}$. The second is so small because both down electrons must be raised and one of the two rotated pairs overlaps almost perfectly. In the rotated orbitals let $p_k=1-d_k^2$; the values are $8.7904\times10^{-6}$ and $7.8933\times10^{-3}$. Applying $\hat S_+$ twice raises the two electrons in either order, and the two orders add to twice one determinant, so $\|\hat S_+^2\Phi\|^2=4p_1p_2$. Only the $S'=7/2$ component survives two raisings from $S_z=3/2$. Each raising from $M$ to $M+1$ multiplies its squared norm by $S'(S'+1)-M(M+1)$, which gives 12 and then 7. Therefore

$$w_{7/2}=\frac{4p_1p_2}{12\times7}=\frac{p_1p_2}{21}=3.30\times10^{-9},$$

in agreement with the projection.

### Reliability of the numbers

Smaller bases change $\Delta$ by about 0.01% for lithium and 0.005% for nitrogen, so the three digits quoted are stable under this change of basis. Those bases share their smallest exponents with the ones used above. Denser bases with exponents two to four times more diffuse leave $\Delta$ for lithium at $1.568\times10^{-5}$ and raise $\Delta$ for nitrogen by $4\times10^{-7}$, to $7.9026\times10^{-3}$, with $w_{5/2}$ moving from $1.5804\times10^{-3}$ to $1.5805\times10^{-3}$. The three-digit values of $\Delta$ therefore stand, but the eight-decimal nitrogen numbers belong to the stated basis and change in the seventh decimal. The numerical output also compares (1) with spin operators applied directly to both atomic determinants and to random complex ones, including a case with $N_\alpha<N_\beta$.

A small $\Delta$ says that the determinant is nearly a pure spin state. It does not say that the determinant is close to the true wave function: if the down space is forced to lie inside the up space, $\Delta$ is zero, yet the state is still one determinant without the correlation that a single determinant leaves out.

## Values computed for the example and the checks

```
Random complex orbitals: n_up n_down, <S^2> operator, formula
  3 2  1.08754650  1.08754650
  2 2  1.16058670  1.16058670
  1 3  2.23810065  2.23810065
Down space inside up space (3,2): <S^2> = 0.75000000
Li: n_up = 2, n_down = 1, Sz = 0.5
  basis: 18 s and 0 p exponents, ratio 2.2
  smallest s exponent = 0.015 bohr^-2
  UHF energy = -7.43274 hartree
  <1s up|1s down> = +0.99999077, squared = 0.99998154
  <2s up|1s down> = -0.00166557, squared = 0.00000277
  sum of squared overlaps = 0.99998432
  Sz(Sz+1) = 0.75
  <S^2> radial formula = 0.75001568
  <S^2> spin operators = 0.75001568
  contamination = 1.5683e-05
  contamination, smaller basis = 1.5685e-05
  <S^2> with diagonal overlaps only = 0.75001846
  1 - d^2 of paired orbitals = 1.5683e-05
  weight of S = 1.5 component = 5.228e-06
  bound on higher-spin weight = 5.2277e-06
N: n_up = 5, n_down = 2, Sz = 1.5
  basis: 18 s and 11 p exponents, ratio 2.2
  smallest s exponent = 0.06 bohr^-2, smallest p exponent = 0.05 bohr^-2
  UHF energy = -54.40444 hartree
  <1s up|1s down> = +0.99997129, squared = 0.99994257
  <1s up|2s down> = -0.00627068, squared = 0.00003932
  <2s up|1s down> = +0.00651679, squared = 0.00004247
  <2s up|2s down> = +0.99602887, squared = 0.99207351
  sum of squared overlaps = 1.99209788
  Sz(Sz+1) = 3.75
  <S^2> radial formula = 3.75790212
  <S^2> spin operators = 3.75790212
  contamination = 7.9021e-03
  contamination, smaller basis = 7.9017e-03
  <S^2> with diagonal overlaps only = 3.75798391
  1 - d^2 of paired orbitals = 8.7904e-06, 7.8933e-03
  weight of S = 2.5 component = 1.580e-03
  weight of S = 3.5 component = 3.304e-09
  bound on higher-spin weight = 1.5804e-03
```
